# Absorptivity of a Drude metal: Hagen-Rubens and relaxation regimes

## 1. Definitions and conventions

A plane wave of angular frequency $\omega$ travels through vacuum and meets a flat metal surface at normal incidence. The metal fills $z>0$ and is thick enough that no light reaches its far side. The reflectivity $R$ is the reflected fraction of the incident power, and the absorptivity is $A=1-R$.

SI units are used. Fields are real parts of complex amplitudes times $e^{-i\omega t}$, so a passive medium has a permittivity with positive imaginary part. The metal is non-magnetic and contains $n_e$ free electrons per volume, of mass $m$ and charge $-e$, with a single relaxation time $\tau$. Bound electrons are left out. The response is local: the current at a point depends on the field at that point. Define

$$
\sigma_0=\frac{n_e e^2\tau}{m},\qquad
\omega_p^2=\frac{n_e e^2}{\varepsilon_0 m},\qquad
x=\omega\tau,\qquad W=\omega_p\tau .
$$

Here $\sigma_0$ is the dc conductivity and $\omega_p$ the plasma frequency. Dividing the first definition by the second gives $\sigma_0=\varepsilon_0\omega_p^2\tau$.

For a good metal, $W\gg1$, the model has two simple limits:

$$
A\simeq 2\sqrt{\frac{2\varepsilon_0\omega}{\sigma_0}}\quad(\omega\tau\ll1),
\qquad
A\simeq\frac{2}{\omega_p\tau}\quad(1/\tau\ll\omega\ll\omega_p).
$$

The first is the Hagen-Rubens relation; the second holds in the relaxation regime. Both are leading-order results, and their corrections are found below.

## 2. The conductivity

The mean electron velocity $v$ obeys

$$
m\frac{dv}{dt}=-eE-\frac{mv}{\tau}.
$$

For fields varying as $e^{-i\omega t}$, the time derivative becomes multiplication by $-i\omega$. Collecting the terms in $v$,

$$
\frac{m}{\tau}(1-i\omega\tau)\,v=-eE
\quad\Rightarrow\quad
v=-\frac{e\tau}{m}\,\frac{E}{1-i\omega\tau}.
$$

The current density is $J=-n_e e v$. The two minus signs cancel, and $J=\sigma E$ with

$$
\sigma(\omega)=\frac{\sigma_0}{1-ix},\qquad
\operatorname{Re}\sigma=\frac{\sigma_0}{1+x^2}.
$$

For $x\ll1$ an electron collides many times per cycle, and the current follows the field in phase. For $x\gg1$ inertia dominates: $\sigma\simeq i\sigma_0/x$, so the current lags the field by nearly a quarter period. The small in-phase part that remains is responsible for the absorption.

## 3. The wave inside the metal

Maxwell's equations for these fields are

$$
\nabla\times\mathbf E=i\omega\mathbf B,\qquad
\nabla\times\mathbf B=\mu_0\sigma\mathbf E-\frac{i\omega}{c^2}\mathbf E
=-\frac{i\omega}{c^2}\,\varepsilon\,\mathbf E ,
$$

where $\mu_0=1/(\varepsilon_0c^2)$ has been used to collect the conduction and displacement currents into

$$
\varepsilon=1+\frac{i\sigma}{\varepsilon_0\omega}.
$$

Let $E(z)$ point along a fixed direction in the surface. The first equation gives a magnetic field $B=E'/(i\omega)$ at right angles to it. The second gives $-B'=-(i\omega/c^2)\varepsilon E$. Eliminating $B$,

$$
E''=-\frac{\omega^2}{c^2}\,\varepsilon E .
$$

The solutions are $e^{\pm iN\omega z/c}$ with $N^2=\varepsilon$. Write $N=n+ik$ and choose $k>0$. The wave that decays into the metal is then $e^{iN\omega z/c}$. Since $\operatorname{Im}\varepsilon=2nk$ is positive, $n$ is positive too.

With $\sigma_0/(\varepsilon_0\omega)=\omega_p^2\tau/\omega=W^2/x$, the permittivity is

$$
\varepsilon=1+\frac{iW^2}{x(1-ix)}
=1-\frac{W^2}{1+x^2}+\frac{iW^2}{x(1+x^2)} .
$$

The second form follows on multiplying numerator and denominator by $1+ix$.

## 4. Reflection and absorption

Take an incident amplitude of one. The field is $e^{i\omega z/c}+r\,e^{-i\omega z/c}$ outside and $t\,e^{iN\omega z/c}$ inside. The tangential electric field is continuous. So is the tangential magnetic field, because the metal is non-magnetic and the current is spread through a finite depth; since $B=E'/(i\omega)$, the slope $E'$ is continuous. At $z=0$ these two conditions read

$$
1+r=t,\qquad 1-r=Nt .
$$

Adding them gives $t=2/(1+N)$, and then $r=t-1=(1-N)/(1+N)$. Therefore

$$
A=1-|r|^2=\frac{(1+n)^2+k^2-(1-n)^2-k^2}{(1+n)^2+k^2}
=\frac{4n}{(n+1)^2+k^2}. \tag{1}
$$

Within the model this is exact. A metal reflects well when $|N|\gg1$, whether $n$ and $k$ are both large or $k$ alone is large.

## 5. One formula for both regimes

Let $\zeta=1/N$. Then $r=(\zeta-1)/(\zeta+1)$, and the same subtraction as in (1) gives

$$
A=\frac{4\operatorname{Re}\zeta}{|1+\zeta|^2}\simeq4\operatorname{Re}\zeta
\qquad(|\zeta|\ll1).
$$

When $|\varepsilon|\gg1$, the 1 in $\varepsilon$ may also be dropped at leading order. This leaves

$$
\zeta^2\simeq\frac{x(1-ix)}{iW^2}=\frac{x}{W^2}(-x-i),
$$

because $1/i=-i$ and $-ix/i=-x$. The size of what remains of $\varepsilon$ is $W^2/(x\sqrt{1+x^2})$, which is large throughout $\omega\ll\omega_p$ when $W\gg1$.

To take the square root, set $a+ib=\sqrt{-x-i}$. Comparing real parts of the square, and then moduli,

$$
a^2-b^2=-x,\qquad a^2+b^2=\sqrt{1+x^2}
\quad\Rightarrow\quad
a^2=\frac{\sqrt{1+x^2}-x}{2}.
$$

The root with $a>0$ is the right one, since $\operatorname{Re}\zeta=n/|N|^2>0$. Hence

$$
A\simeq\frac{4\sqrt x}{W}\sqrt{\frac{\sqrt{1+x^2}-x}{2}} .
$$

The difference in the numerator can be removed with

$$
\sqrt{1+x^2}-x=\frac{1}{\sqrt{1+x^2}+x},
\qquad
\frac{x}{\sqrt{1+x^2}+x}=\frac{1}{1+\sqrt{1+1/x^2}},
$$

and the result is

$$
A\simeq\frac{2}{\omega_p\tau}
\sqrt{\frac{2}{1+\sqrt{1+1/(\omega\tau)^2}}}. \tag{2}
$$

As $\omega$ rises, $1/(\omega\tau)^2$ falls, so expression (2) grows steadily and levels off at $2/(\omega_p\tau)$.

## 6. Low frequency: Hagen-Rubens

For $x\ll1$, the inner root in (2) is close to $1/x$, which is much larger than one. The outer root becomes $\sqrt{2x}$, and

$$
A\simeq\frac{2\sqrt{2x}}{W}
=2\sqrt{\frac{2\omega\tau}{\omega_p^2\tau^2}}
=2\sqrt{\frac{2\omega}{\omega_p^2\tau}}
=2\sqrt{\frac{2\varepsilon_0\omega}{\sigma_0}}\equiv A_{\rm HR}. \tag{3}
$$

The last step uses $\omega_p^2\tau=\sigma_0/\varepsilon_0$. In this limit $\varepsilon\simeq i\sigma_0/(\varepsilon_0\omega)$. As $\sqrt i=(1+i)/\sqrt2$,

$$
n\simeq k\simeq\sqrt{\frac{\sigma_0}{2\varepsilon_0\omega}} .
$$

Two corrections come first. The form of $A$ before (2) contains the factor $\sqrt{\sqrt{1+x^2}-x}\simeq1-x/2$. The neglected denominator gives $1/|1+\zeta|^2\simeq1-2\operatorname{Re}\zeta\simeq1-A_{\rm HR}/2$. Together,

$$
\frac{A}{A_{\rm HR}}\simeq1-\frac{\omega\tau}{2}-\frac{A_{\rm HR}}{2}.
$$

The relation thus needs two things: $\omega\tau\ll1$, so that the dc conductivity applies, and $\varepsilon_0\omega\ll\sigma_0$, so that the conduction current far exceeds the displacement current. When $W\gg1$ the first condition implies the second.

## 7. Relaxation regime: constant absorptivity

For $x\gg1$, the inner root in (2) tends to one, and so does the outer root:

$$
A\simeq\frac{2}{\omega_p\tau}=\frac{2\varepsilon_0\omega_p}{\sigma_0}. \tag{4}
$$

The second form follows from $\tau=\sigma_0/(\varepsilon_0\omega_p^2)$. At fixed electron density this absorptivity varies as $1/\sigma_0$, whereas the Hagen-Rubens value varies as $1/\sqrt{\sigma_0}$.

The index now looks quite different. For $\omega\ll\omega_p$ the real part of $\varepsilon$ is close to $-\omega_p^2/\omega^2$, so $k\simeq\omega_p/\omega$. The imaginary part is close to $W^2/x^3$, so

$$
n=\frac{\operatorname{Im}\varepsilon}{2k}\simeq\frac{W^2/x^3}{2W/x}
=\frac{W}{2x^2}=\frac{\omega_p}{2\omega^2\tau}.
$$

The ratio $n/k\simeq1/(2x)$ is small.

Three corrections matter at the edges of the regime.

- At the low edge, $\sqrt{1+1/x^2}\simeq1+1/(2x^2)$. The outer root in (2) becomes $[1+1/(4x^2)]^{-1/2}\simeq1-1/(8x^2)$.
- The term $2n$ in the denominator of (1) gives the relative change $-2n/k^2\simeq-1/W$.
- At the high edge, the 1 in $\varepsilon$ must be kept. Put $u=\omega^2/\omega_p^2=x^2/W^2$. To leading order in $n/k$, $k^2=1/u-1$, so $1+k^2=1/u$. Also $2nk=1/(ux)$. Leaving out the $2n$ already counted, (1) gives

$$
A\simeq4nu=\frac{2}{xk}=\frac{2}{x\sqrt{1/u-1}}=\frac{2}{W\sqrt{1-u}}
\simeq\frac2W\left(1+\frac u2\right).
$$

To first order in each small quantity,

$$
\frac{A}{2/(\omega_p\tau)}\simeq
1-\frac{1}{\omega_p\tau}-\frac{1}{8(\omega\tau)^2}
+\frac{\omega^2}{2\omega_p^2}. \tag{5}
$$

The limiting laws (3) and (4) are equal when $2\sqrt{2x}=2$, that is, at $\omega\tau=1/2$. Neither is accurate there: formula (2) gives $\sqrt{2/(1+\sqrt5)}=0.79$ of the constant value.

## 8. Why the frequency drops out

The absorbed power is turned into Joule heat. Inside the metal $|E|^2=|t|^2e^{-2k\omega z/c}$ for unit incident amplitude, so

$$
\int_0^\infty|E|^2\,dz=|t|^2\ell,\qquad \ell=\frac{c}{2\omega k}.
$$

The heat per area and time is $\tfrac12\operatorname{Re}\sigma\,|t|^2\ell$, and the incident power per area is $\tfrac12\varepsilon_0c$. Their ratio is

$$
A=\frac{\operatorname{Re}\sigma\;|t|^2\;\ell}{\varepsilon_0c}. \tag{6}
$$

This agrees with (1). From the definition of $\varepsilon$, $\operatorname{Re}\sigma=\varepsilon_0\omega\operatorname{Im}\varepsilon=2\varepsilon_0\omega nk$. Inserting this, $|t|^2=4/|1+N|^2$ and $\ell$ gives $4n/|1+N|^2$.

In the relaxation regime the three factors are

$$
\operatorname{Re}\sigma\simeq\frac{\varepsilon_0\omega_p^2}{\omega^2\tau},\qquad
|t|^2\simeq\frac{4\omega^2}{\omega_p^2},\qquad
\ell\simeq\frac{c}{2\omega_p}.
$$

Raising the frequency weakens the dissipative conductivity as $1/\omega^2$, but the field at the surface grows so that $|t|^2$ rises as $\omega^2$. The depth stays fixed. The product is $2/(\omega_p\tau)$.

In the Hagen-Rubens regime $\operatorname{Re}\sigma\simeq\sigma_0$ is constant, $|t|^2\simeq4/|N|^2=4\varepsilon_0\omega/\sigma_0$ grows as $\omega$, and $\ell$ shrinks as $1/\sqrt\omega$. Equation (6) then gives $A\simeq2/k$, which is (3) and grows as $\sqrt\omega$.

## 9. Copper numbers

The inputs are rough two-figure values for copper near room temperature: a face-centred cubic lattice constant of 3.6 Å and $\sigma_0=6.0\times10^7$ S/m. Each atom is taken to give one conduction electron with the free-electron mass. The cubic cell holds four atoms, so

$$
n_e=\frac{4}{(3.6\times10^{-10}\ \mathrm m)^3}=8.57\times10^{28}\ \mathrm{m^{-3}} .
$$

The definitions in section 1 then give

$$
\tau=\frac{m\sigma_0}{n_ee^2}=2.48\times10^{-14}\ \mathrm s,\qquad
\omega_p=\sqrt{\frac{n_ee^2}{\varepsilon_0m}}=1.65\times10^{16}\ \mathrm{rad/s}.
$$

Thus $\omega_p\tau=410$, and the constant absorptivity is

$$
A\simeq\frac{2}{410}=0.0049,\quad\text{or }0.49\ \%.
$$

For the Hagen-Rubens side, take a vacuum wavelength of 1 mm, where $\omega\tau=0.0468$:

$$
A_{\rm HR}=\frac{2\sqrt{2\times0.0468}}{410}=1.49\times10^{-3}.
$$

Equation (1) gives $1.46\times10^{-3}$ for the same inputs. The table compares (1) with (3) at six wavelengths. Its digits serve to compare formulas within the model; the rough inputs do not fix the absorptivity of copper so finely.

| Wavelength | $\omega\tau$ | $10^3A$, eq. (1) | $10^3A_{\rm HR}$ |
|---:|---:|---:|---:|
| 10 mm | 0.0047 | 0.47 | 0.47 |
| 1 mm | 0.047 | 1.46 | 1.49 |
| 100 µm | 0.47 | 3.75 | 4.72 |
| 10 µm | 4.7 | 4.84 | 14.9 |
| 3 µm | 15.6 | 4.86 | 27.2 |
| 1 µm | 46.8 | 4.89 | 47.2 |

Relative to (1), the Hagen-Rubens value is 2.4 % too high at 1 mm and 26 % too high at 100 µm. At 10 µm it is about three times too large. The constant value is within 1 % of (1) at the last three wavelengths, and formula (2) is within 0.5 % at all six. The limiting laws cross at a wavelength of 94 µm.

The index shows the change of regime: $n=1309$ and $k=1371$ at 1 mm, but $n=0.84$ and $k=26$ at 3 µm.

At 1 µm, equation (1) gives slightly more than $2/(\omega_p\tau)$, by 0.4 %. This is the high-edge correction in (5): $\omega^2/(2\omega_p^2)=0.0065$ outweighs $1/(\omega_p\tau)=0.0024$.

The cancellation of section 8 is also visible. From 3 µm to 1 µm, $\operatorname{Re}\sigma/\sigma_0$ falls from $4.10\times10^{-3}$ to $4.57\times10^{-4}$, a factor of 9.0. Over the same range $|t|^2$ rises from $5.78\times10^{-3}$ to $5.19\times10^{-2}$, also a factor of 9.0. The depth $\ell$ stays at 9.1 nm.

## 10. Where the model fails for copper

Local response requires the field to vary little over the distance an electron travels within the time $1/|1/\tau-i\omega|$ that sets the response $v=-(e/m)E/(1/\tau-i\omega)$ of section 2, roughly the shorter of $\tau$ and $1/\omega$. For free electrons the Fermi velocity is

$$
v_F=\frac{\hbar}{m}(3\pi^2n_e)^{1/3}=1.58\times10^6\ \mathrm{m/s},
$$

so the mean free path is $v_F\tau=39$ nm. The field amplitude decays over $2\ell=c/(\omega k)$. This is 116 nm at 1 mm, three times the mean free path. Even there a nonlocal Boltzmann treatment (not derived here) shifts $A$ by about $-0.8$ % for a specular surface and $+1.4$ % for a diffuse one, the same order as the 2.4 % error of the Hagen-Rubens law. The depth is only 33 nm at 100 µm, where $\omega\tau$ is still below one. Near the crossing of the two laws the local assumption is therefore not justified for these inputs, and the table entry at 100 µm illustrates the local model rather than copper itself. The same caution applies at 10 µm, where the distance $v_F/|1/\tau-i\omega|$ is about 8 nm, not small against an amplitude depth of 18 nm.

At 3 µm the field reverses quickly: $v_F/\omega=2.5$ nm, well below the amplitude depth $c/\omega_p=18$ nm. In the time $1/\omega=1.6$ fs, one radian of the oscillation, an electron thus sees a field amplitude that changes little, although over a full period of 10 fs it can travel $2\pi v_F/\omega=16$ nm, comparable with the depth. It can, however, cross the depth $c/\omega_p$ in about 11 fs, which is less than $\tau$. Electrons in the layer that carries the field may therefore meet the surface as often as they collide in the bulk. If the surface is rough enough to scatter them, it can add absorption that is missing from (4). The addition need not be small: for a surface that scatters every electron diffusely, the Boltzmann theory of the anomalous skin effect (not derived here) adds about $3v_F/(4c)=0.0040$ in the high-frequency limit, comparable with the 0.0049 of (4). For these inputs the addition is 0.0039 at 3 µm and 1 µm, 0.0034 at 10 µm and 0.0006 at 100 µm. The value 0.49 % is a result of the local Drude model, not a prediction for a particular copper surface.

Two inputs are also idealised. The first is the free-electron mass; the optical mass of the conduction electrons in copper is larger. At fixed $\sigma_0$ and $n_e$, $\tau$ varies as $m$ and $\omega_p$ as $1/\sqrt m$, so $\omega_p\tau$ varies as $\sqrt m$. A mass 1.5 times the free value would lower the constant absorptivity to 0.40 % and move the crossing to 140 µm. The second is the use of the dc value of $\tau$ in the infrared, where an electron that absorbs a photon can emit phonons more easily. A simple Debye model of phonon scattering at room temperature (not derived here) puts the scattering rate at 3 µm and 1 µm some 13 to 15 % above the dc rate.

Bound electrons set another limit. A real, constant contribution to $\varepsilon$ of order one drops out at leading order, as the vacuum 1 did, but it changes the $\omega^2/\omega_p^2$ correction. If a constant $\varepsilon_b$ replaces the 1 in $\varepsilon$, then $k^2=1/u-\varepsilon_b$, and the steps of section 7 turn the last term of (5) into $(3\varepsilon_b/2-1)\,\omega^2/\omega_p^2$. For $\varepsilon_b=5$, equation (1) exceeds $2/(\omega_p\tau)$ by about 9 % at 1 µm, so the agreement within 1 % found in section 9 at that wavelength holds only for $\varepsilon_b$ near one. Transitions between bands, which matter for copper in the visible, absorb light by a process that the free-electron model does not contain.

Numbers in the example were calculated in double precision.
